# Scaled-particle cavitation free energy: from excluded volume to surface area: test program

```python
"""Scaled-particle free energy W(R) of a cavity in a liquid with hard cores.

R: radius of the sphere kept free of particle centres; sigma: core diameter;
rho: number density; y = pi*rho*sigma^3/6; q = y/(1-y); s = 2R/sigma - 1.
Exact for R <= sigma/2:  W/kT = -ln(1 - 4 pi rho R^3/3).
Scaled-particle cubic for R >= sigma/2:
  W/kT = -ln(1-y) + 3q s + (3q + 9q^2/2) s^2 + p s^3,  p = pi sigma^3 P/(6kT).
Tests: hard-sphere Monte Carlo, pair-volume quadrature, symbolic matching,
Gibbs-Duhem consistency, and numerical scaling exponents d ln W / d ln R.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, N_A
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def cavity_work(R, sigma, y, p):
    """W/kT; R and sigma in the same length unit."""
    u = 2 * R / sigma
    if u <= 1:
        return -np.log1p(-y * u**3)
    s, q = u - 1, y / (1 - y)
    return -np.log1p(-y) + 3*q*s + (3*q + 4.5*q*q)*s*s + p*s**3


def hard_sphere_Z(y):
    return (1 + y + y*y) / (1 - y)**3


def exponent(R, sigma, y, p, h=1e-3):
    up = cavity_work(R*np.exp(h), sigma, y, p)
    down = cavity_work(R*np.exp(-h), sigma, y, p)
    return (np.log(up) - np.log(down)) / (2*h)


# Symbolic matching of value, slope and curvature at R = sigma/2 (sigma = 1)
r, ys, ps, Zs = sp.symbols("r y p Z", positive=True)
k0, k1, k2 = sp.symbols("k0 k1 k2")
small = -sp.log(1 - ys*(2*r)**3)
cubic = k0 + k1*r + k2*r**2 + ps*(2*r)**3
conditions = [sp.diff(cubic - small, r, n).subs(r, sp.Rational(1, 2))
              for n in range(3)]
matched = cubic.subs(sp.solve(conditions, [k0, k1, k2], dict=True)[0])
for yt, pt, rt in [(0.3, 0.7, 1.3), (0.15, 0.0, 0.8), (0.4, 2.0, 3.0)]:
    reference = float(matched.subs({ys: yt, ps: pt, r: rt}))
    assert abs(reference - cavity_work(rt, 1.0, yt, pt)) < 1e-9

# Hard-sphere pressure from the contact density, then Gibbs-Duhem
rho_s = 6*ys/sp.pi
own = matched.subs(ps, ys*Zs)
contact = sp.diff(own, r).subs(r, 1) / (4*sp.pi*rho_s)
Z_solution = sp.solve(sp.Eq(Zs, 1 + 4*ys*contact), Zs)[0]
mu_excess = own.subs(r, 1).subs(Zs, Z_solution)
gibbs_duhem = sp.diff(ys*Z_solution, ys) - 1 - ys*sp.diff(mu_excess, ys)
for yt in (0.1, 0.3, 0.45):
    assert abs(float(Z_solution.subs(ys, yt)) - hard_sphere_Z(yt)) < 1e-9
    assert abs(float(gibbs_duhem.subs(ys, yt))) < 1e-8


# Phase-space volume of two centres in one cavity, just above sigma/2
def pair_volume(R):
    def lens(d):
        return 2*quad(lambda z: np.pi*(R*R - z*z), d/2, R, epsabs=0)[0]
    return quad(lambda d: 4*np.pi*d*d*lens(d), 1.0, 2*R, epsabs=0)[0]


pair_limit = 8*np.pi**2/3
pair_ratios = [pair_volume(0.5 + e)/e**3 for e in (1e-2, 1e-3)]
assert abs(pair_ratios[1]/pair_limit - 1) < 0.01
assert abs(pair_ratios[1] - pair_limit) < abs(pair_ratios[0] - pair_limit)

# Monte Carlo: many independent periodic boxes of hard spheres, sigma = 1
rng = np.random.default_rng(7)
y_mc, n_side, boxes, probes = 0.3, 4, 100, 40
n_part = n_side**3
box = (n_part*np.pi/(6*y_mc))**(1/3)
axis = (np.arange(n_side) + 0.5)*box/n_side
lattice = np.stack(np.meshgrid(axis, axis, axis), -1).reshape(-1, 3)
pos = np.repeat(lattice[None], boxes, axis=0)
radii_mc = np.array([0.4, 0.5, 0.75, 1.0])
empty, total = np.zeros(len(radii_mc)), 0
for sweep in range(550):
    for i in range(n_part):
        trial = pos[:, i] + rng.uniform(-0.25, 0.25, (boxes, 3))
        d = pos - trial[:, None]
        d -= box*np.rint(d/box)
        d2 = np.einsum("bij,bij->bi", d, d)
        d2[:, i] = np.inf
        accept = d2.min(axis=1) >= 1.0
        pos[accept, i] = trial[accept]
    if sweep >= 150 and sweep % 4 == 0:
        points = rng.uniform(0, box, (boxes, probes, 1, 3))
        d = pos[:, None] - points
        d -= box*np.rint(d/box)
        nearest2 = np.einsum("bpij,bpij->bpi", d, d).min(axis=2)
        empty += [(nearest2 > R*R).sum() for R in radii_mc]
        total += boxes*probes
P0_mc = empty/total
W_mc = -np.log(P0_mc)
W_spt_mc = np.array([cavity_work(R, 1.0, y_mc, y_mc*hard_sphere_Z(y_mc))
                     for R in radii_mc])
# First two: sampling error only. Last two: also the approximate cubic
# and the finite particle number, each of order 0.1 kT or less.
for difference, tol in zip(W_mc - W_spt_mc, (0.005, 0.006, 0.06, 0.15)):
    assert abs(difference) < tol

# Worked example, SI inside, nm for cavity radii
T, sigma, rho, P = 300.0, 0.28, 33.0, 1.0e5
kT = k_B*T
y = np.pi*rho*sigma**3/6
q = y/(1 - y)
p = np.pi*(sigma*1e-9)**3*P/(6*kT)
B = 3*q + 4.5*q*q
gamma = kT*B/(np.pi*(sigma*1e-9)**2)
delta = sigma*(1 + 3*q)/(4*(1 + 1.5*q))
R_equal = 3*gamma/(rho*1e27*kT)*1e9
R_pressure = 3*gamma/P*1e9


def area_energy(R, pp):
    """W per area of the sphere of radius R, in N/m."""
    return cavity_work(R, sigma, y, pp)*kT/(4*np.pi*(R*1e-9)**2)


assert abs(exponent(1e-3, sigma, y, p) - 3) < 1e-4
assert abs(exponent(1e4, sigma, y, 0.0) - 2) < 1e-3
assert abs(exponent(1e6, sigma, y, p) - 3) < 0.01
assert abs(area_energy(1e5, 0.0)/gamma - 1) < 1e-5
delta_numeric = (1 - area_energy(1e3, 0.0)/gamma)*1e3/2
assert abs(delta_numeric/delta - 1) < 1e-3

n_contact = exponent(sigma/2, sigma, y, p)
assert n_contact > 3
R_three = brentq(lambda R: exponent(R, sigma, y, p) - 3, 0.2, 2)
R_half = brentq(lambda R: exponent(R, sigma, y, p) - 2.5, 0.2, 5)
lowest = minimize_scalar(lambda x: exponent(np.exp(x), sigma, y, p),
                         bounds=(0, np.log(1000)), method="bounded")
R_lowest, n_lowest = np.exp(lowest.x), lowest.fun
R_lowest_formula = np.sqrt(2*delta*R_pressure)
n_lowest_formula = 2 + 2*np.sqrt(2*delta/R_pressure)
assert abs(R_lowest/R_lowest_formula - 1) < 0.1
assert abs((n_lowest - 2)/(n_lowest_formula - 2) - 1) < 0.05

# Same density, but with the pressure of the pure hard-sphere fluid
Z = hard_sphere_Z(y)
P_hs = rho*1e27*kT*Z
p_hs = y*Z
n_hs = [exponent(R, sigma, y, p_hs) for R in np.geomspace(0.02, 300, 400)]
assert min(n_hs) > 3
gamma_hs = gamma - P_hs*sigma*1e-9/2
R_big = 2e3
gamma_hs_numeric = area_energy(R_big, p_hs) - P_hs*R_big*1e-9/3
assert abs(gamma_hs_numeric/gamma_hs - 1) < 1e-3

print(f"pair volume/(sigma^3 eps^3), eps=0.01 sigma: {pair_ratios[0]:.4f}")
print(f"pair volume/(sigma^3 eps^3), eps=0.001 sigma: {pair_ratios[1]:.4f}")
print(f"limit 8 pi^2/3: {pair_limit:.4f}")
print(f"Monte Carlo: y={y_mc}, {n_part} spheres, {boxes} boxes, "
      f"{total} probe points")
for R, P0, Wm, Ws in zip(radii_mc, P0_mc, W_mc, W_spt_mc):
    print(f"R/sigma={R:.2f}: P0(MC)={P0:.5f}, W/kT MC={Wm:.4f}, "
          f"theory={Ws:.4f}")
print(f"Example: sigma={sigma} nm, rho={rho} nm^-3, T={T} K, "
      f"P={P/1e6} MPa")
print(f"kT = {kT*1e21:.4f} zJ")
print(f"packing fraction y = {y:.4f}, q = {q:.4f}")
print(f"coefficients of W/kT: s^0 {-np.log(1-y):.4f}, s^1 {3*q:.4f}, "
      f"s^2 {B:.4f}, s^3 {p:.3e}")
print(f"P/(rho kT) = {P/(rho*1e27*kT):.3e}")
print(f"gamma = {gamma*1e3:.2f} mN/m, delta = {delta:.4f} nm")
print("R (nm) | W/kT | W/(rho kT V) | W/area (mN/m) | exponent n")
for R in (0.05, 0.10, 0.14, 0.20, 0.30, 0.50, 1.0, 2.0, 5.0, 20.0,
          100.0, 2000.0, 100000.0):
    W = cavity_work(R, sigma, y, p)
    per_volume = W/(rho*4*np.pi*R**3/3)
    print(f"{R:g} | {W:.5g} | {per_volume:.4g} | "
          f"{area_energy(R, p)*1e3:.4g} | {exponent(R, sigma, y, p):.4f}")
W_03 = cavity_work(0.30, sigma, y, p)
print(f"W at R=0.30 nm = {W_03*kT*N_A/1e3:.2f} kJ/mol")
print(f"exponent at R=sigma/2: {n_contact:.4f}")
print(f"exponent falls through 3 at R = {R_three:.4f} nm")
print(f"exponent falls through 2.5 at R = {R_half:.4f} nm")
print(f"rho kT V equals gamma*area at R = {R_equal:.3f} nm")
print(f"lowest exponent {n_lowest:.4f} at R = {R_lowest:.2f} nm")
print(f"estimate: {n_lowest_formula:.4f} at R = {R_lowest_formula:.2f} nm")
print(f"PV equals gamma*area at R = {R_pressure:.1f} nm")
print(f"hard-sphere fluid, same density: Z = {Z:.4f}, "
      f"P = {P_hs/1e6:.1f} MPa")
print(f"hard-sphere tension referred to R: {gamma_hs*1e3:.2f} mN/m")
print(f"hard-sphere lowest exponent, 0.02 to 300 nm: {min(n_hs):.5f}")
print("all good")
```

Output:

```
pair volume/(sigma^3 eps^3), eps=0.01 sigma: 26.9822
pair volume/(sigma^3 eps^3), eps=0.001 sigma: 26.3848
limit 8 pi^2/3: 26.3189
Monte Carlo: y=0.3, 64 spheres, 100 boxes, 400000 probe points
R/sigma=0.40: P0(MC)=0.84623, W/kT MC=0.1670, theory=0.1668
R/sigma=0.50: P0(MC)=0.69973, W/kT MC=0.3571, theory=0.3567
R/sigma=0.75: P0(MC)=0.18883, W/kT MC=1.6669, theory=1.6796
R/sigma=1.00: P0(MC)=0.00684, W/kT MC=4.9846, theory=4.9704
Example: sigma=0.28 nm, rho=33.0 nm^-3, T=300.0 K, P=0.1 MPa
kT = 4.1419 zJ
packing fraction y = 0.3793, q = 0.6111
coefficients of W/kT: s^0 0.4769, s^1 1.8333, s^2 3.5137, s^3 2.775e-04
P/(rho kT) = 7.316e-04
gamma = 59.09 mN/m, delta = 0.1035 nm
R (nm) | W/kT | W/(rho kT V) | W/area (mN/m) | exponent n
0.05 | 0.01743 | 1.009 | 2.298 | 3.0263
0.1 | 0.14877 | 1.076 | 4.903 | 3.2346
0.14 | 0.47691 | 1.257 | 8.02 | 3.8441
0.2 | 1.908 | 1.725 | 15.72 | 3.6277
0.3 | 7.1619 | 1.919 | 26.23 | 2.9519
0.5 | 28.429 | 1.645 | 37.48 | 2.5011
1 | 144.39 | 1.045 | 47.59 | 2.2277
2 | 645.69 | 0.5839 | 53.21 | 2.1095
5 | 4310.1 | 0.2494 | 56.82 | 2.0450
20 | 71761 | 0.06489 | 59.13 | 2.0216
100 | 1.8897e+06 | 0.01367 | 62.29 | 2.0555
2000 | 1.5259e+09 | 0.00138 | 125.7 | 2.5303
100000 | 1.0292e+14 | 0.0007446 | 3392 | 2.9826
W at R=0.30 nm = 17.86 kJ/mol
exponent at R=sigma/2: 3.8441
exponent falls through 3 at R = 0.2890 nm
exponent falls through 2.5 at R = 0.5009 nm
rho kT V equals gamma*area at R = 1.297 nm
lowest exponent 2.0215 at R = 19.45 nm
estimate: 2.0216 at R = 19.15 nm
PV equals gamma*area at R = 1772.7 nm
hard-sphere fluid, same density: Z = 6.3696, P = 870.6 MPa
hard-sphere tension referred to R: -62.80 mN/m
hard-sphere lowest exponent, 0.02 to 300 nm: 3.00072
all good
```
